Purge Counterflow and the Millionfold Density Drop in Spatial Atomic Layer Epitaxy

**The form of the answer**

In spatial atomic layer epitaxy the substrate travels between zones that hold different precursors. A barrier of purge gas separates the zones. Let x run from the edge of one precursor zone, x = 0, through the barrier to its far end, x = L. The purge gas flows the other way, towards the precursor zone, at speed v, so x points upstream. The precursor has number density c0 at x = 0 and diffusivity D in the purge gas.

Suppose first that the state is steady, that v and D are uniform, and that no net precursor passes through the barrier. The precursor is dilute, so its transport equation is linear and c(L)/c0 cannot depend on c0. The remaining quantities v, L and D form one dimensionless group, the Péclet number:

Pe = vL/D,  c(L)/c0 = F(Pe).

Uniformity fixes the function F. Cut the barrier at any plane. The density there acts as the source for the rest of the barrier, and each part again carries no net flux. The density ratios of the two parts therefore multiply, while their Péclet numbers add:

F(a + b) = F(a) F(b).

Differentiating with respect to b and setting b = 0 gives F′(a) = F′(0) F(a). Since F(0) = 1, the solution is

F(Pe) = exp(−α Pe),

with α = −F′(0) a pure number. To estimate α, let the density fall over a length ℓ. Diffusion carries about Dc/ℓ upstream and the purge carries vc back. They balance when ℓ = D/v, which suggests α = 1. A millionfold drop then needs Pe = ln(10⁶) ≈ 13.8.

**The flux balance**

The flux towards +x is the sum of convection, negative because the gas moves towards −x, and diffusion down the density gradient:

J = −vc − D dc/dx.  (1)

Conservation in the steady state requires dJ/dx = 0. With no net flux, J = 0 and

dc/c = −(v/D) dx.

Integration from 0 to L gives

c(L)/c0 = exp(−vL/D),  (2)

so α = 1. A finite-volume solution of the transport equation at Pe = 13.8155, which does not use the exponential, gives a ratio of 1.000 × 10⁻⁶.

If v varies along the barrier because clean gas enters from the side, that gas brings no precursor and J remains constant in x. With J = 0, the same integration gives

c(L)/c0 = exp[−∫₀ᴸ (v/D) dx].

For uniform D, the average speed along the barrier is what counts.

**What happens at the far end**

A real far end may remove precursor, by reaction or by a gas stream that carries it away. Equation (1) can be solved for any constant J. Rearranged, it reads dc/dx + (v/D)c = −J/D. Multiplying by exp(vx/D) turns the left side into a total derivative:

d/dx [c exp(vx/D)] = −(J/D) exp(vx/D).

Integrating from 0 to L,

c(L) exp(Pe) − c0 = −(J/v)[exp(Pe) − 1],

and therefore

c(L) = c0 exp(−Pe) − (J/v)[1 − exp(−Pe)].  (3)

Describe removal by a speed k, with J = k c(L). Collecting the terms in c(L) gives

c(L)/c0 = exp(−Pe) / {1 + (k/v)[1 − exp(−Pe)]}.  (4)

The denominator is at least 1, so removal lowers the density at L and equation (2) is an upper bound for this class of ends.

One such end is a purge inlet at L that feeds equal flows in both directions. Beyond L the gas moves towards +x, and the flux is J = vc − D dc/dx. Its general solution is a constant, J/v, plus a term growing as exp(vx/D). If nothing removes precursor for many lengths D/v beyond the inlet, the growing term must be absent near L. Then J = v c(L), so k = v, and equation (4) becomes

c(L)/c0 = exp(−Pe)/[2 − exp(−Pe)].

At Pe = 13.8155 this is 5.0 × 10⁻⁷, half the value without removal.

**Density and leak flux obey different criteria**

At the opposite limit, a perfect sink holds c(L) = 0. Setting the left side of equation (3) to zero gives the leak flux

J = v c0 exp(−Pe)/[1 − exp(−Pe)] = v c0/[exp(Pe) − 1].  (5)

Without purge, the density falls linearly from c0 to zero and the flux is D c0/L. The purge therefore reduces the leak flux by the ratio

J/(D c0/L) = Pe/[exp(Pe) − 1].  (6)

At Pe = 13.8155 the ratio is 1.38 × 10⁻⁵, not 10⁻⁶. The extra factor Pe arises because the reference flux D c0/L is smaller than v c0 by that factor. A millionfold reduction of the flux requires

Pe = ln(1 + 10⁶ Pe).

Starting from 13.8 on the right, repeated substitution gives 16.4, then 16.6, and converges to 16.63. The figure 13.8 thus belongs to the density with no net leak, or to a leak measured against v c0. It does not give a millionfold reduction of the leak into a sink compared with the same barrier without purge.

**An estimate of the diffusivity**

The criterion needs D at the temperature and pressure of the barrier. Treat the molecules as hard spheres. Let n be the purge gas density, s the mean of the two molecular diameters, and μ the reduced mass. Let the precursor drift at a small speed U relative to the purge gas.

The partial pressure gradient exerts a force −k_B T dc/dx per unit volume on the precursor, where k_B is the Boltzmann constant. Collisions supply the balancing drag. Pairs with relative velocity g collide at a rate c n π s² g per unit volume. Hard spheres scatter isotropically in the centre-of-mass frame, so the relative velocity after a collision averages to zero and the precursor molecule loses momentum μg on average. The drag is

c n π s² μ ⟨g g_x⟩.

Assume that the relative velocities follow a Maxwell distribution displaced by U. To first order in U, the displacement multiplies the undisplaced distribution by 1 + μU g_x/(k_B T). The undisplaced average of g g_x vanishes by symmetry, and g_x² may be replaced by g²/3:

⟨g g_x⟩ = [μU/(3k_B T)] ⟨g³⟩.

With a = μ/(2k_B T), the ratio of moments is

⟨g³⟩/⟨g⟩ = ∫g⁵exp(−ag²)dg / ∫g³exp(−ag²)dg = (1/a³)/(1/(2a²)) = 2/a = 4k_B T/μ.

Hence ⟨g g_x⟩ = (4/3)U⟨g⟩. The mean relative speed is

⟨g⟩ = 4π(a/π)^(3/2) · 1/(2a²) = √[8k_B T/(πμ)].

Equating force and drag, and using cU = −D dc/dx,

D = 3k_B T/(4π n s² μ⟨g⟩) = [3/(8ns²)] √[k_B T/(2πμ)].  (7)

This is a leading-order result for rigid molecules, because the displaced Maxwell distribution is an approximation.

Equation (7) shows that nD is independent of pressure at fixed temperature. Since Pe = (nv)L/(nD), the required molecular flux nv is also independent of pressure. At lower pressure the gas must move faster, but the mass flow for a given geometry stays the same.

**Drag by the moving substrate**

Let z run across a gap of height h, from the substrate at z = 0 to the fixed wall at z = h. Let u(z) be the gas speed in the purge direction. The substrate moves towards +x at speed w, the unfavourable direction, so u(0) = −w and u(h) = 0. If the pressure falls by G per unit length along the purge direction and the viscosity is η, steady laminar flow obeys η d²u/dz² = −G. Two integrations and the wall conditions give

u = (G/2η) z(h − z) − w(1 − z/h).

The average of z(h − z) over the gap is h²/6, and that of 1 − z/h is 1/2. The mean speed is therefore

⟨u⟩ = Gh²/(12η) − w/2.  (8)

The speed v in the criterion is this net mean. On the side of a precursor zone where the substrate moves with the purge, w changes sign and, at a fixed pressure drop, the drag raises the net speed. The shear it adds across the gap, treated below, weakens the barrier for either sign of w.

With the substrate at rest, the pressure drop along the barrier is

ΔP = GL = 12ηvL/h².  (9)

If the purge inlet pressure is held fixed and the pressure of the precursor zone rises by this amount, the purge stalls.

**The uneven profile across the gap**

Even at the correct net speed, some gas layers move more slowly than others. The one-dimensional model can be checked against the two-dimensional equation

−u(z) ∂c/∂x = D(∂²c/∂x² + ∂²c/∂z²),

with walls that do not absorb precursor. Away from the ends of the barrier, try c = exp(−κx) f(z). Substitution and division by D give

f″ = κ(u/D − κ) f,  f′ = 0 at both walls.  (10)

Write f = 1 + φ with ⟨φ⟩ = 0, and average equation (10) across the gap. The left side vanishes because of the wall conditions, leaving

κD = ⟨uf⟩ = v + ⟨(u − v)φ⟩.

If φ is small and κ is close to v/D, equation (10) reduces to φ″ = (κ/D)(u − v). Let φ = (κ/D)q, with q″ = u − v and q′ = 0 at the walls. Integration by parts gives ⟨q″q⟩ = −⟨q′²⟩, so

κD = v − (κ/D)⟨q′²⟩,

κ = (v/D)/(1 + S),  S = ⟨q′²⟩/D².  (11)

To evaluate S, put ζ = z/h and use equation (8) to replace Gh²/(12η) by v + w/2. Then

u − v = (v + w/2)[6ζ(1 − ζ) − 1] + w(ζ − 1/2).

Integrating from the wall,

q′ = −h(v + w/2) ζ(1 − ζ)(1 − 2ζ) − (hw/2) ζ(1 − ζ).

The first term is odd about mid-gap and the second is even, so their product averages to zero. The squares require

∫₀¹ ζ²(1 − ζ)² dζ = 1/30,

∫₀¹ ζ²(1 − ζ)²(1 − 2ζ)² dζ = 1/30 − 4/140 = 1/210,

where the second line uses (1 − 2ζ)² = 1 − 4ζ(1 − ζ). The result is

S = (h/D)² [(v + w/2)²/210 + w²/120].  (12)

The uneven profile slows the upstream decay. The correction is small when diffusion mixes the gas across the gap faster than the flow shears it.

**An example: a barrier for Ga2O3 growth**

Take triethylgallium in nitrogen at 573 K and 760 Torr, with L = 2.0 mm, h = 0.2 mm and w = 10 cm/s. Rough molecular diameters of 0.37 nm for nitrogen and 0.65 nm for triethylgallium give s = 0.51 nm. The reduced mass is 23.77 u and the gas density is 1.281 × 10¹⁹ cm⁻³. Equation (7) gives D ≈ 0.20 cm²/s. The required net purge speed is

v = 13.8155 × (0.201 cm²/s)/(0.20 cm) ≈ 13.9 cm/s.

The density falls by a factor e every 0.145 mm. The flux criterion, Pe = 16.63, would require 16.7 cm/s.

For one side of the barrier and a width of 1 cm, the speed of 13.9 cm/s corresponds to 7.9 sccm, referred to 273.15 K and 760 Torr. At 76 Torr the required speed rises to 139 cm/s, while the flow remains 7.9 sccm.

Now let the pressure drop be set for 13.9 cm/s with the substrate at rest, and then start the substrate. Drag removes w/2 = 5 cm/s:

v = 13.89 − 5.00 = 8.89 cm/s,  Pe = 8.84,  c(L)/c0 = 1.4 × 10⁻⁴.

The density at the far end is about 145 times the target. To restore the target in the one-dimensional model, the pressure-driven part of the flow must be raised to 18.9 cm/s.

With the net speed held at 13.9 cm/s, equation (12) gives

S = (0.020/0.201)² × (18.89²/210 + 10²/120) ≈ 0.025.

Equation (11) then lowers the exponent from 13.82 to 13.48. A numerical solution of equation (10) gives 13.46, hence a density ratio of 1.4 × 10⁻⁶ if end effects are neglected. Recovering the full exponent of 13.82 takes a net speed of about 14.3 cm/s. The profile therefore matters much less here than the loss of net speed.

The diffusivity is a larger source of uncertainty. Replacing the rigid spheres by Lennard-Jones molecules, with rough triethylgallium parameters (diameter 0.59 to 0.65 nm, well depth 400 to 480 K), gives D between 0.21 and 0.24 cm²/s, some 6 to 18% above the estimate. If D is 20% above the estimate and v is unchanged, the exponent becomes 13.8155/1.2 = 11.51 and the ratio is 1.0 × 10⁻⁵. A modest error in D costs a factor of ten because it acts on a large exponent.

With a rough viscosity of 3 × 10⁻⁵ Pa s, equation (9) gives a stall pressure of 0.019 Torr. This is 2.5 × 10⁻⁵ of the gas pressure, so compression along the barrier is negligible, but the balance of pressures between zones is delicate. The nitrogen mean free path is 128 nm, or 6.4 × 10⁻⁴ of the gap, which supports the use of continuum flow.

**What a millionfold drop means for growth**

A leak flux J through a gap of height h delivers Jh molecules per unit time and unit width. In the same time, an area w of substrate passes per unit width. If all the leaked precursor deposits on the substrate, each pass receives Jh/w molecules per unit area.

Take a precursor pressure of 0.1 Torr, which gives c0 = 1.69 × 10¹⁵ cm⁻³, and a rough site density of 3 × 10¹⁴ cm⁻². At the required net speed, equation (5), which leaves out the profile correction, gives J = 2.3 × 10¹⁰ cm⁻² s⁻¹ and

Jh/w = (2.34 × 10¹⁰ × 0.020/10) cm⁻² ≈ 4.7 × 10⁷ cm⁻²,

or 1.6 × 10⁻⁷ of a monolayer per pass. Diffusion alone, without purge and without substrate drag, would deliver 1.1 × 10⁻² of a monolayer. The ratio of these two coverages is the 1.38 × 10⁻⁵ of equation (6). For these inputs, a tolerance of one part in a thousand of a monolayer per pass would not require a millionfold drop. That factor is a chosen design margin, not a threshold set by growth.

**Comparison with a real reactor**

The example represents close-gap spatial deposition at atmospheric pressure, with rough typical dimensions. Its substrate speed is modest, and faster stages make the drag more serious. At w = 100 cm/s the drag term is 50 cm/s, well above the 13.9 cm/s needed here, so a pressure drop set with the substrate at rest would fail to keep the net flow directed towards the precursor zone. Restoring the net speed of 13.9 cm/s would not be enough either: equation (12) then gives S ≈ 1.0, outside the range where equation (11) was derived, and a numerical solution of equation (10) gives an exponent of 6.4 in place of 13.8. Such a stage needs a faster purge, about 34 cm/s net, or a longer barrier, about 4.3 mm. A narrower gap at the same net speed reduces the profile correction, but it cannot raise the exponent above vL/D. Among the effects computed for the example, substrate drag changes the result most: at fixed pressure drop it moves the density ratio from 10⁻⁶ to 1.4 × 10⁻⁴ in the one-dimensional model, and from 1.1 × 10⁻⁶ to 1.7 × 10⁻⁴ with the profile included. The model also omits precursor that rides on the substrate and desorbs later, flow around the sides of the barrier, temperature gradients, turbulence and any gas-phase decomposition of the precursor at 573 K. The first two can bypass the barrier, and their size is not estimated here. Whether the Ga2O3 film is epitaxial depends on surface chemistry and the substrate, which this transport estimate does not address.

The design rule is therefore conditional: for a dilute precursor in steady laminar flow, with gas transport through the barrier as the only path, a net mean purge speed of 13.8 D/L gives a millionfold density drop when no net precursor leaves the far end, and a larger drop when the far end removes precursor, provided that the profile correction is small. Since the uneven profile raises the density by a factor of about exp(13.8 S) when S is small, the rule requires 13.8 S to be well below 1, which fails for a fast substrate or a wide gap. The computed values are collected in the numerical output below.

Table of computed values

```
Pe for millionfold density drop: 13.8155
Finite-volume density ratio, sealed end: 9.9999e-07
Density ratio at inlet of split purge: 4.9999e-07
Sink flux ratio at the density criterion: 1.382e-05
Pe for millionfold sink-flux reduction: 16.627
Input temperature: 573 K
Input pressure: 760 Torr
Input barrier length: 2.0 mm
Input gap height: 0.2 mm
Input substrate speed: 10 cm/s
Input nitrogen diameter: 0.37 nm
Input triethylgallium diameter: 0.65 nm
Input gas viscosity: 3.0e-05 Pa s
Input precursor pressure: 0.1 Torr
Input site density: 3.0e+14 cm^-2
Nitrogen mass: 28.014 u
Triethylgallium mass: 156.909 u
Reduced mass: 23.77 u
Mean collision diameter: 0.51 nm
Gas number density: 1.281e+19 cm^-3
Diffusivity: 0.201 cm^2/s
Required net purge speed: 13.89 cm/s
Density decay length D/v: 0.145 mm
Speed for sink-flux criterion: 16.71 cm/s
Purge flow per side, 1 cm width: 7.94 sccm
Lower comparison pressure: 76 Torr
Required speed at lower pressure: 138.9 cm/s
Purge flow at lower pressure, 1 cm width: 7.94 sccm
Net speed with drag, fixed pressure drop: 8.89 cm/s
Pe with drag: 8.84
Density ratio with drag: 1.45e-04
Speed before drag that restores the target: 18.89 cm/s
Profile correction S, leading order: 0.0251
Decay exponent with full profile: 13.462
Density ratio with full profile, fixed net flow: 1.42e-06
Density ratio if D is 20% larger: 1.00e-05
Purge pressure drop (stall pressure): 0.0188 Torr
Pressure drop / gas pressure: 2.5e-05
Nitrogen mean free path: 128 nm
Mean free path / gap: 6.4e-04
Precursor density in its zone: 1.69e+15 cm^-3
Leak flux with purge, perfect sink: 2.34e+10 cm^-2 s^-1
Leak flux by diffusion, no purge: 1.69e+15 cm^-2 s^-1
Leak per pass with purge: 1.56e-07 monolayer
Leak per pass, diffusion without purge: 1.13e-02 monolayer
```
